\section*{Recovering capture-emission-time maps from threshold recovery and their unresolved regions}

\section{Capture and emission maps from a finite measurement window}

A positive gate bias on a silicon-carbide transistor drives electrons into traps in the oxide near the channel, and the threshold voltage rises. When the bias is removed the traps empty and the threshold recovers. Each trap has its own capture and emission time, and both are spread over many decades. A measurement supplies the shift after a limited set of stress times $t_s$ and recovery times $t_r$. We wish to recover the distribution of trap times, and to know which parts of it come from the data and which from the numerical method.

\subsection{The forward model}

Let $p$ be the probability that a trap is occupied. We assume independent two-state traps, empty before each stress, with negligible emission during stress and negligible capture during recovery. During stress
\begin{equation}
\frac{dp}{dt}=\frac{1-p}{\tau_c},\qquad p(0)=0
\quad\Rightarrow\quad p(t_s)=1-e^{-t_s/\tau_c}.
\end{equation}
During recovery $dp/dt=-p/\tau_e$, which multiplies this occupancy by $e^{-t_r/\tau_e}$. Let $g\ge0$ be the threshold shift, with all traps filled, per unit $\ln\tau_c$ and unit $\ln\tau_e$. Adding the traps gives
\begin{equation}
V(t_s,t_r)=\iint g(\tau_c,\tau_e)\,(1-e^{-t_s/\tau_c})\,e^{-t_r/\tau_e}\,d\ln\tau_c\,d\ln\tau_e .
\label{eq:forward}
\end{equation}
Times inside logarithms are in seconds. ``Charge'' below means its contribution to the threshold shift, in mV.

\subsection{Resolution inside the window}

Differentiation seems to invert \eqref{eq:forward} directly. Since
\begin{align}
\frac{\partial}{\partial\ln t_s}(1-e^{-t_s/\tau_c})&=\frac{t_s}{\tau_c}e^{-t_s/\tau_c},&
-\frac{\partial}{\partial\ln t_r}e^{-t_r/\tau_e}&=\frac{t_r}{\tau_e}e^{-t_r/\tau_e},
\end{align}
the quantity $-\partial^2V/\partial\ln t_s\,\partial\ln t_r$ is $g$ averaged along each axis with the weight $k(z)=ze^{-z}$, where $z=t/\tau$. This weight has unit area in $\ln z$ and peaks at $z=1$ with height $1/e$. Solving $ze^{-z}=1/(2e)$ on both sides of the peak gives a full width at half height of 1.06 decades. The mixed derivative is therefore a blurred map, even without noise.

To see what noise adds, let the map contain a ripple $a\cos(\omega u)$ in $u=\ln\tau_e$, on a background large enough to keep $g$ nonnegative, and let capture be complete. With $x=\ln t_r$ and $z=e^{x-u}$, the slope of the response to $e^{i\omega u}$ is
\begin{equation}
\frac{d}{dx}\int e^{i\omega u}e^{-e^{x-u}}du
=-\int e^{i\omega u}ze^{-z}\,du
=-e^{i\omega x}\int_0^\infty z^{-i\omega}e^{-z}\,dz
=-e^{i\omega x}\,\Gamma(1-i\omega),
\end{equation}
because $u=x-\ln z$ and $|du|=dz/z$. Integration over $x$ divides the amplitude by $\omega$; the integration constant is a permanent shift and carries no ripple. The identities $\Gamma(1+i\omega)=i\omega\Gamma(i\omega)$ and $\Gamma(i\omega)\Gamma(1-i\omega)=\pi/\sin(i\pi\omega)$ give
\begin{equation}
|\Gamma(1+i\omega)|^2=\frac{\pi\omega}{\sinh\pi\omega},\qquad
\frac{\text{data amplitude}}{a}=\frac{|\Gamma(1+i\omega)|}{\omega}
=\left[\frac{\pi}{\omega\sinh\pi\omega}\right]^{1/2}.
\label{eq:damping}
\end{equation}
For large $\omega$ this falls as $e^{-\pi\omega/2}$, so lower noise improves the resolution only logarithmically.

A cosine fitted to $N$ readings of independent noise $\sigma$ has amplitude error $\sigma\sqrt{2/N}$, since the squared cosine sums to about $N/2$. For $\sigma=0.5$ mV and $N=476$ this is 0.032 mV. If detection requires four such errors, a ripple of 5 mV per unit $\ln\tau_e$ may be damped to $4(0.032)/5=0.026$. Equation \eqref{eq:damping} then gives $\omega=2.6$, a period of $2\pi/(2.6\ln10)=1.05$ decades. Finer ripples of this size are lost even in the middle of the window.

\subsection{Four limits at the edges}

Take readings at $N_s$ stress and $N_r$ recovery times, and an isolated trap group of charge $v$. We call a signal detectable when its root-sum-square over all readings exceeds $\kappa\sigma$.

\emph{Fast emission.} With complete capture, the signal is $ve^{-t_r/\tau_e}$ at every stress time. If $\tau_e$ is well below the first recovery time $t_{r,1}$, the first reading dominates, and
\begin{equation}
v\sqrt{N_s}\,e^{-t_{r,1}/\tau_e}=\kappa\sigma
\quad\Rightarrow\quad
\tau_e=\frac{t_{r,1}}{\ln[v\sqrt{N_s}/(\kappa\sigma)]}.
\end{equation}
Charge with shorter emission times is invisible. Lower noise moves this limit only through a logarithm.

\emph{Slow emission.} The charge is visible, but it must be told from permanent charge. The difference is $v(1-e^{-t_r/\tau_e})\simeq vt_r/\tau_e$. With $|t_r|$ the root-sum-square of the recovery times, the limit is
\begin{equation}
\tau_e=\frac{v\sqrt{N_s}\,|t_r|}{\kappa\sigma}.
\end{equation}
Beyond it the total survives but the position is lost.

\emph{Fast capture.} For permanent emission, the difference from instantaneous capture is $ve^{-t_s/\tau_c}$. The argument used for fast emission gives $\tau_c=t_{s,1}/\ln[v\sqrt{N_r}/(\kappa\sigma)]$. Below this time the total again survives without its position.

\emph{Slow capture.} Here $1-e^{-t_s/\tau_c}\simeq t_s/\tau_c$, so visibility ends at $\tau_c=v\sqrt{N_r}\,|t_s|/(\kappa\sigma)$. Even visible charge enters, at leading order, through $v/\tau_c$ alone: twice the charge with twice the capture time gives the same data.

Let $t_s$ take 17 logarithmically spaced values from $10^{-4}$ to $10^4$ s and $t_r$ take 28 from $10^{-5}$ to $10^4$ s, with $v=50$ mV and $\kappa=4$. Then $v\sqrt{N_s}/(\kappa\sigma)=50\sqrt{17}/2=103$, and the emission limits are $10^{-5}/\ln103=2.2\times10^{-6}$ s and $103(1.13\times10^4)=1.16\times10^6$ s. With $50\sqrt{28}/2=132$, the capture limits are $2.0\times10^{-5}$ and $1.39\times10^6$ s. Root searches with the full exponentials change these values by less than one per cent. The limits are optimistic, because in a real map other charge can imitate the group.

\subsection{Regularized nonnegative least squares}

On a logarithmic grid of spacing $h$ in $\ln\tau$, set $X_{ij}=g_{ij}h^2$. Equation \eqref{eq:forward} becomes $V=CXE^T$, where $C$ holds the capture factors and $E$ the emission factors. Write the singular-value decompositions $C=U_cS_cW_c^T$ and $E=U_eS_eW_e^T$. For data $D=V+\text{noise}$,
\begin{equation}
c_{kl}=\frac{(U_c^TDU_e)_{kl}}{\sigma}
=\frac{s_kr_l}{\sigma}(W_c^TXW_e)_{kl}+\epsilon_{kl},
\end{equation}
where $s_k$ and $r_l$ are the singular values of $C$ and $E$. Orthogonal transformations preserve independent Gaussian noise, so each $\epsilon_{kl}$ has unit variance. We keep the modes with $(5\ \mathrm{mV})s_kr_l/\sigma>1$ and write them as $c=Bx+\epsilon$, with $x$ the list of map cells.

The estimate minimizes, over $x\ge0$,
\begin{equation}
J(x)=\tfrac12|Bx-c|^2+\tfrac12\lambda^2|Lx|^2 .
\end{equation}
Let $H=B^TB+\lambda^2L^TL$, $b=B^Tc$ and let $s=Hx-b$ be the gradient. For any other admissible map $y$, expansion of the quadratic gives
\begin{equation}
J(y)-J(x)=s\cdot(y-x)+\tfrac12(y-x)^TH(y-x)\ \ge\ s\cdot y-s\cdot x .
\label{eq:gap}
\end{equation}
If $s\ge0$ and $x_js_j=0$ for every cell, the right side is nonnegative and $x$ is a minimum. It is unique when $H$ is positive definite. If $s\ge0$ but the products do not yet vanish, \eqref{eq:gap} shows that $J(x)$ exceeds its minimum by at most $x\cdot s$, which gives a stopping rule.

An interior-point method treats $s$ as a separate unknown, which equals the gradient only at convergence. It keeps $x,s>0$ and drives every product $x_js_j$ to a common value $\mu$, which is reduced towards zero. With residual $\rho=Hx-b-s$, the linearized conditions are
\begin{align}
H\,dx-ds&=-\rho, & s_j\,dx_j+x_j\,ds_j&=\mu-x_js_j .
\end{align}
The second gives $ds_j=\mu/x_j-s_j-(s_j/x_j)dx_j$. Inserting this in the first leaves one positive-definite system,
\begin{equation}
\left[H+\mathrm{diag}(s_j/x_j)\right]dx=-\rho-s+\mu/x ,
\end{equation}
where $\mu/x$ has components $\mu/x_j$. The step is shortened where necessary to keep $x$ and $s$ positive.

For the true map, $|Bx-c|^2$ is a sum of $K$ squared unit normals, with mean $K$ and variance $2K$. We choose $\lambda$ so that the misfit equals $K+\sqrt{2K}$, one standard deviation above the mean.

The error of the estimate has two parts. Drop the sign constraint for a moment, take $L=1$, and consider one mode with singular value $\beta$ and true amplitude $\xi$. Minimization gives
\begin{equation}
\hat\xi=\frac{\beta(\beta\xi+\epsilon)}{\beta^2+\lambda^2},\qquad
\hat\xi-\xi=-\frac{\lambda^2}{\beta^2+\lambda^2}\,\xi+\frac{\beta}{\beta^2+\lambda^2}\,\epsilon .
\label{eq:bias}
\end{equation}
As $\beta\to0$ the noise term vanishes and the bias becomes $-\xi$. An unresolved mode is thus reported as zero with a small scatter. Repeating the fit with fresh noise cannot expose this error.

\subsection{Bounds that do not depend on the penalty}

For a region $R$ of the map, we find the smallest and largest total
\begin{equation}
Q_R=\sum_{j\in R}x_j,\qquad x\ge0,\quad |(Bx-c)_k|\le\kappa\ \text{for every } k,\quad \sum_jx_j\le Q_{\max}.
\end{equation}
These are linear programs. If the true map is represented on the grid points with negligible error, its total is below $Q_{\max}$, and every noise coefficient lies within $\pm\kappa$, then the true map is admissible, and all its region totals lie inside their intervals at once. The intervals do not depend on the penalty, but they do depend on the spacing and extent of the grid. Dropping weak modes removes constraints and can only widen an interval. The ceiling $Q_{\max}$ is needed because invisible charge has no upper bound from the data. The intervals are conservative: they allow many modes to deviate by $\kappa$ together, which a limit on the total misfit would forbid.

\subsection{A synthetic silicon-carbide example}

Consider a 50 nm oxide with 15 V across it, a field of 3 MV/cm, at 300 K. A ceiling of $10^{12}$ trapped electrons per cm$^2$ at the interface corresponds to $qN/C_{ox}=2320$ mV, with relative permittivity 3.9. The synthetic map has five Gaussian components in $\log_{10}\tau$. One of 120 mV is centred at $\tau_c=\tau_e=1$ s with width 0.8 decade on each axis. The other four lie beyond one edge each:
\begin{itemize}
\item fast emission: 80 mV at $\tau_c=1$ s, $\tau_e=10^{-6.25}$ s;
\item slow emission: 80 mV at $\tau_c=10$ s, $\tau_e=10^6$ s;
\item fast capture: 80 mV at $\tau_c=10^{-6}$ s, $\tau_e=0.1$ s;
\item slow capture: 100 mV at $\tau_c=10^6$ s, $\tau_e=10$ s.
\end{itemize}
Their widths are 0.3 to 0.4 decade along the axis that leaves the window.

The readings are those used above, with 0.5 mV noise. The inversion grid has two points per decade from $10^{-7}$ to $10^7$ s on each axis, 841 cells in all. The data come from a grid ten times finer. The coarse grid changes a reading by at most 0.11 mV, below the noise but systematic. Of the modes, 167 are kept, and all their noise coefficients lie within $\pm4$ with probability 99\%; the grid error, which shifts one coefficient by 1.7, lowers this to about 98\%.

The target misfit is $167+\sqrt{334}=185$. In this noise draw the true map itself has misfit 192, slightly above the target, while its largest residual is 2.8, so it is admissible for the bounds. A norm penalty ($L=1$) and a second-difference penalty both reach it to within one unit. In the table, ``in'' means inside the measured range of times, and all entries are in mV.

\begin{center}
\begin{tabular}{llrrrr}
capture & emission & true & interval & norm & smooth\\
fast & fast & 0 & 0--2041 & 0 & 0\\
fast & in & 80 & 70--86 & 79 & 79\\
fast & slow & 0 & 0--1 & 0 & 0\\
in & fast & 80 & 0--2041 & 0 & 1\\
in & in & 120 & 116--179 & 122 & 122\\
in & slow & 80 & 71--85 & 80 & 80\\
slow & fast & 0 & 0--2041 & 0 & 2\\
slow & in & 100 & 0--2043 & 2 & 21\\
slow & slow & 0 & 0--2042 & 1 & 1
\end{tabular}
\end{center}

Both fits miss the 80 mV of fast emission. For the norm penalty \eqref{eq:bias} leads one to expect this. The second-difference penalty is not covered by that equation: it fills unresolved cells by extrapolation, and what it extrapolates is largely noise. Without the sign constraint, at the same $\lambda$, it places 6 mV there for noise-free data, 21 mV in this draw, and between $-24$ and $+36$ mV in six other draws. The fast-emission component changes no reading by more than 0.1 mV. Its upper bound is set by the ceiling: the remaining $2320-2041=279$ mV is needed elsewhere to reproduce the data. Agreement between two penalties is therefore no evidence that a region is empty.

The slow-capture component is lost differently. The mean of $1/\tau_c$ over its Gaussian is $10^{-6}\exp[(0.4\ln10)^2/2]=1.53\times10^{-6}$ s$^{-1}$, so after $10^4$ s it contributes 1.5 mV. A charge of 2.4 mV at $\tau_c=10^4$ s gives the same reading, since $2.4(1-e^{-1})=1.5$. At the next shorter stress, 3160 s, the two differ by 0.17 mV, a third of the noise. The lower bound is accordingly zero.

Totals survive for fast capture and for slow emission when the other time lies in the window, but positions do not. We count whole grid cells, each half a decade wide and centred on its grid time. The cells at $\tau_c\le10^{-6}$ s truly hold 59 mV of the fast-capture charge, and the data allow anything from 0 to 86 mV there. The cells at $\tau_e\ge10^{6.5}$ s truly hold 21 mV of the slow-emission charge, with interval 0 to 84 mV.

The central total is bounded less tightly from above, by 179 mV against a true 120 mV; four other noise draws give 178 to 185 mV. This end is not converged in the grid: with the same region edges and data modes, halving the spacing raises it to 203 mV on the emission axis and to 194 mV on the capture axis. The centre of the map is also blurred. Its true peak density is 29.8 mV per square decade; the two fits give 24.8 and 26.1 there, and the noise-free mixed derivative of the central component gives 20.3. Because the weight $k$ is skewed, the derivative has its own peak, 21.0, at 0.17 decade shorter times on each axis. The fitted values belong to one noise draw; noise-free data at the same $\lambda$ give 26.6 for the norm penalty.

Earlier readings show that the window causes the blindness to fast emission. Stress times, reading density and noise level are held fixed. Starting at $10^{-7}$ s changes the interval from 0--2041 to 66--152 mV. Keeping 243 modes instead of 201 leaves it unchanged to 0.1 mV. The upper end stays loose because charge in the fastest grid cell, $\tau_e=10^{-7}$ s, has already fallen to $e^{-1}$ at the first reading. Starting at $10^{-9}$ s, two decades before that cell, gives 72--90 mV. Both upper ends are finite only because the grid stops at $10^{-7}$ s. If the emission axis is extended two decades below the first reading, the upper end returns to 2041 mV in both cases: earlier readings move the blind edge but do not remove it. This last start is a numerical experiment, far faster than routine threshold readout.

\subsection{Comparison with a real device}

The oxide thickness, field and microsecond-to-hour time scales are roughly typical of silicon-carbide power transistors; the map itself is invented. One assumption at risk is that traps are empty before each stress. If one device runs through all stress times in increasing order, with $10^4$ s of recovery after each but no other reset, readings change by up to 6.9 mV, or 14 times the noise. In decreasing order the change reaches 74 mV. The kernel must then carry the occupancy from one stress to the next. The model stays linear in $x$, but $V=CXE^T$ no longer holds.

Other effects can be sized with rough inputs. At the end of the longest stress the trapped charge is 361 mV, of which 80 mV empties before the first reading. For traps 1 nm deep it changes the trap energy by $361/50=7.2$ meV, or 0.12 decade in $\tau_c$ if the capture barrier follows the level in full. This is not small against the noise: included self-consistently, it changes readings by up to 6 mV, or 12 times the noise, and by 3 mV if the barrier follows only half the level shift. Such feedback makes the model nonlinear in $x$. The stress field lowers such a trap by 0.3 eV relative to the interface, which reduces its ratio of emission to capture rate by $e^{-0.3/0.0259}\simeq10^{-5}$. This counts only the oxide field over the trap depth, taken as zero at rest; the change of band bending in the semiconductor is left out. A trap only 1\% full at rest has a ratio of about 100 at rest and hence about $10^{-3}$ under stress. Traps near the Fermi level at rest are neither empty before stress nor free of capture during recovery. With capture rate $k_c$ and emission rate $k_e$ both active, $dp/dt=k_c(1-p)-k_ep$ relaxes to $k_c/(k_c+k_e)$ with time $1/(k_c+k_e)$. A trap that starts in equilibrium at rest therefore still follows the kernel of \eqref{eq:forward}, for a shift measured from rest. Its amplitude is then the difference between the equilibrium occupancies under stress and at rest, and the two times are these relaxation times, not pure capture and emission times. A threshold drift of 5 mV/K turns 0.1 K into one noise unit. Tunnelling into the oxide conduction band through a 2.7 eV barrier, in a semiclassical estimate with effective mass 0.42, no image-force lowering and no trap assistance, passes some $10^2$ electrons per cm$^2$ in the longest stress. A barrier lower by 0.2 eV raises this by about three decades, which is still negligible here.

Temperature can serve as a second window. If both times share an activation energy of 0.5 eV, heating from 300 to 423 K shortens them by 2.4 decades. Emission at $10^6$ s then moves to about $4\times10^3$ s, inside the window, while fast emission moves further out. With a spread of activation energies the map changes shape as well as position, and the two measurements cannot be joined by a single shift.

Numbers in the example were calculated in double precision.
